# Ghost interaction in the Hartree energy of a hydrogen 1s–2s ensemble: a program that tests the result

```python
# Ghost interaction in the Hartree energy of a one-electron hydrogen 1s/2s ensemble.
# Hartree atomic units. n_w = (1-w) n1 + w n2, n1 = |phi_1s|^2, n2 = |phi_2s|^2.
# E_H[n] = 1/2 int int n n'/r12; Jij = int int ni nj'/r12; K12 the same for phi1*phi2.
# Under test: E_GI = E_H[n_w]-E_H[(1-w)n1]-E_H[w n2] = w(1-w) J12, with
# J11=5/8, J22=77/512, J12=17/81, K12=16/729;
# E_H[n_w]-(1-w)E_H[n1]-w E_H[n2] = -w(1-w) D, D = (J11+J22-2 J12)/2 > 0;
# density-matrix exchange leaves w(1-w)(J12-K12) (equal spins) or w(1-w)J12 (opposite).
# P = radial density (with r^2), Q = enclosed charge, v = Coulomb potential of P.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto

EV = physical_constants['Hartree energy in eV'][0]
Rat = sp.Rational
r, s = sp.symbols('r s', positive=True)

# ---- symbolic road ----
u1 = 2*r*sp.exp(-r)
u2 = r*(2 - r)*sp.exp(-r/2)/sp.sqrt(8)
for u, e in ((u1, -Rat(1, 2)), (u2, -Rat(1, 8))):
    assert sp.simplify(-sp.diff(u, r, 2)/2 - u/r - e*u) == 0
P1, P2, P12 = sp.expand(u1**2), sp.expand(u2**2), sp.expand(u1*u2)
whole = lambda f: sp.integrate(sp.expand(f), (r, 0, sp.oo))
charge = lambda P: sp.integrate(P.subs(r, s), (s, 0, r))
potential = lambda P: charge(P)/r + sp.integrate(sp.expand(P/r).subs(r, s), (s, r, sp.oo))
Q1 = 1 - sp.exp(-2*r)*(1 + 2*r + 2*r**2)
Q2 = 1 - sp.exp(-r)*(1 + r + r**2/2 + r**4/8)
Q12 = sp.sqrt(2)/3*r**3*sp.exp(-3*r/2)
v1 = 1/r - sp.exp(-2*r)*(1 + 1/r)
v2 = 1/r - sp.exp(-r)*(1/r + Rat(3, 4) + r/4 + r**2/8)
for a, b in ((charge(P1), Q1), (charge(P2), Q2), (charge(P12), Q12),
             (potential(P1), v1), (potential(P2), v2)):
    assert sp.simplify(sp.expand(a - b)) == 0
J11s, J22s, J12s = whole(P1*v1), whole(P2*v2), whole(P2*v1)
K12s = whole(Q12**2/r**2)
assert (J11s, J22s, J12s, K12s) == (Rat(5, 8), Rat(77, 512), Rat(17, 81), Rat(16, 729))
assert whole(P1*v2) == J12s
assert sp.simplify(whole(P12*potential(P12)) - K12s) == 0
Ds = (J11s + J22s - 2*J12s)/2
J11, J22, J12, K12, D = map(float, (J11s, J22s, J12s, K12s, Ds))
self1 = lambda w: 0.5*(1 - w)**2*J11
self2 = lambda w: 0.5*w**2*J22
ghost = lambda w: w*(1 - w)*J12
hartree = lambda w: self1(w) + self2(w) + ghost(w)

# angular average of 1/r12 equals 1/max(r1, r2)
for a, b in ((0.7, 2.0), (3.0, 1.1)):
    avg = 0.5*quad(lambda c: (a*a + b*b - 2*a*b*c)**-0.5, -1, 1)[0]
    assert abs(avg - 1/max(a, b)) < 1e-10
# field form of D
dQ = sp.lambdify(r, Q1 - Q2, 'numpy')
assert abs(0.5*quad(lambda t: dQ(t)**2/t**2, 1e-6, 80, limit=200)[0] - D) < 1e-8

# ---- two-dimensional radial quadrature over the triangle r2 < r1 ----
x, gw = np.polynomial.legendre.leggauss(200)
RMAX = 70.0
ra = (0.5*RMAX*(x + 1))[:, None]
rb = ra*(0.5*(x + 1))[None, :]
weight = (0.5*RMAX*gw)[:, None]*(0.5*gw)[None, :]   # Jacobian r1 cancels 1/r1
repulsion = lambda f: np.sum(weight*(f(ra, rb) + f(rb, ra)))
f1, f2 = sp.lambdify(r, u1, 'numpy'), sp.lambdify(r, u2, 'numpy')
EH_quad = lambda P: 0.5*repulsion(lambda a, b: P(a)*P(b))
for w in (0.0, 0.1, 0.25, 0.5, 0.8, 1.0):
    full = EH_quad(lambda t: (1 - w)*f1(t)**2 + w*f2(t)**2)
    part1 = EH_quad(lambda t: (1 - w)*f1(t)**2)
    part2 = EH_quad(lambda t: w*f2(t)**2)
    linear = (1 - w)*EH_quad(lambda t: f1(t)**2) + w*EH_quad(lambda t: f2(t)**2)
    assert abs(full - hartree(w)) < 1e-10
    assert abs(full - part1 - part2 - ghost(w)) < 1e-10
    assert abs(full - linear + w*(1 - w)*D) < 1e-10
triplet = repulsion(lambda a, b: 0.5*(f1(a)*f2(b) - f2(a)*f1(b))**2)
assert abs(triplet - (J12 - K12)) < 1e-10

# ---- Gaussian-basis road; tolerance 1e-5 covers basis incompleteness ----
def gaussian_atom(symbol, Z):
    basis = [[0, [0.002*2.0**k, 1.0]] for k in range(30)]
    mol = gto.M(atom=symbol + ' 0 0 0', basis={symbol: basis}, charge=Z - 1, spin=1, verbose=0)
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    e, c = eigh(h, mol.intor('int1e_ovlp'))
    return e, h, np.outer(c[:, 0], c[:, 0]), np.outer(c[:, 1], c[:, 1]), mol.intor('int2e')

def coulomb(eri, d):
    return 0.5*np.sum(d*np.einsum('ijkl,kl->ij', eri, d))

def exchange(eri, d):
    return -0.5*np.sum(d*np.einsum('ikjl,kl->ij', eri, d))

TOL = 1e-5
eps, h, d1, d2, eri = gaussian_atom('H', 1)
omega = float(-Rat(1, 8) + Rat(1, 2))
assert abs(eps[0] + 0.5) < TOL and abs(eps[1] - eps[0] - omega) < TOL
dm = lambda w: (1 - w)*d1 + w*d2
EH_g = lambda w: coulomb(eri, dm(w))
ghost_g = lambda w: EH_g(w) - coulomb(eri, (1 - w)*d1) - coulomb(eri, w*d2)
E_same = lambda w: np.sum(h*dm(w)) + EH_g(w) + exchange(eri, dm(w))
E_opp = lambda w: (np.sum(h*dm(w)) + EH_g(w)
                   + exchange(eri, (1 - w)*d1) + exchange(eri, w*d2))
step = 1e-3
for w in (0.05, 0.25, 0.5, 0.9):
    assert abs(EH_g(w) - hartree(w)) < TOL and abs(ghost_g(w) - ghost(w)) < TOL
    for E, G in ((E_same, J12 - K12), (E_opp, J12)):
        assert abs(E(w) - (-0.5 + w*omega) - w*(1 - w)*G) < TOL
        assert abs((E(w + step) - E(w - step))/(2*step) - omega - (1 - 2*w)*G) < 3*TOL
        assert abs((E(w) - E(0))/w - omega - (1 - w)*G) < 3*TOL
assert np.all(np.diff([EH_g(w) for w in np.linspace(0, 1, 21)]) < 0)
best = minimize_scalar(lambda w: -ghost_g(w)/EH_g(w), bounds=(0, 1), method='bounded',
                       options={'xatol': 1e-7})
w_star = np.sqrt(J11)/(np.sqrt(J11) + np.sqrt(J22))
share_star = J12/(J12 + np.sqrt(J11*J22))
assert abs(best.x - w_star) < 1e-4 and abs(-best.fun - share_star) < 1e-4
assert share_star < 0.5 < w_star
peak = minimize_scalar(lambda w: -ghost_g(w), bounds=(0, 1), method='bounded')
assert abs(peak.x - 0.5) < 1e-4

# GOK bound on random orthonormal pairs among the six lowest s states
rng = np.random.default_rng(1)
for trial in range(500):
    q = np.linalg.qr(np.eye(6) + 10**rng.uniform(-2, 1)*rng.normal(size=(6, 6)))[0]
    ea, eb = q[:, 0]**2 @ eps[:6], q[:, 1]**2 @ eps[:6]
    for w in (0.1, 0.3, 0.5):
        assert (1 - w)*ea + w*eb > (1 - w)*eps[0] + w*eps[1] - 1e-12
assert 0.3*eps[1] + 0.7*eps[0] < 0.3*eps[0] + 0.7*eps[1]   # bound fails at w = 0.7

# nuclear-charge scaling on Li2+, same unscaled basis
Z = 3
eZ, hZ, a1, a2, eriZ = gaussian_atom('Li', Z)
J12_Z = coulomb(eriZ, a1 + a2) - coulomb(eriZ, a1) - coulomb(eriZ, a2)
assert abs(J12_Z/(Z*J12) - 1) < TOL and abs((eZ[1] - eZ[0])/(Z*Z*omega) - 1) < TOL

# ---- output ----
print(f"1 hartree = {EV:.6f} eV")
print(f"<1/r>_1s = {whole(P1/r)}, <1/r>_2s = {whole(P2/r)} (1/bohr)")
print(f"screening parts (hartree): 11: {whole(P1*(1/r - v1))}, "
      f"12: {whole(P2*(1/r - v1))}, 22: {whole(P2*(1/r - v2))}")
for name, val in (('J11', J11s), ('J22', J22s), ('J12', J12s), ('K12', K12s),
                  ('J12-K12', J12s - K12s), ('D', Ds), ('J11-J12', J11s - J12s),
                  ('J22-J12', J22s - J12s)):
    print(f"{name} = {val} = {float(val):.6f} hartree")
print(f"J12 = {J12*EV:.4f} eV, J12-K12 = {(J12 - K12)*EV:.4f} eV")
print(f"triplet 1s2s repulsion by quadrature = {triplet:.6f} hartree")
print(f"omega exact = {omega:.6f} hartree = {omega*EV:.4f} eV")
print(f"Gaussian basis: E1 = {eps[0]:.6f}, E2 = {eps[1]:.6f} hartree")
print(f"max ghost (w=0.5) = {J12s/4} = {ghost(0.5):.6f} hartree = {ghost(0.5)*EV:.4f} eV")
print(f"max ghost share = {share_star:.4f} at w* = {w_star:.4f}")
print("table (hartree): w, self1s, self2s, ghost, E_H, ghost share, -w(1-w)D")
for w in (0.0, 0.1, 0.2, 0.25, 0.3, 0.4, 0.5, 0.75, 1.0):
    print(f"{w:4.2f} {self1(w):.6f} {self2(w):.6f} {ghost(w):.6f} {hartree(w):.6f} "
          f"{ghost(w)/hartree(w):.4f} {0.0 - w*(1 - w)*D:.6f}")
w = 0.25
print(f"worked example w = {w}, w(1-w) = {w*(1 - w):.4f}")
print(f"exact ensemble energy = {-0.5 + w*omega:.6f} hartree")
print(f"E_H formula = {hartree(w):.6f}, Gaussian basis = {EH_g(w):.6f} hartree")
print(f"ghost = {ghost(w):.6f} hartree = {ghost(w)*EV:.4f} eV")
print(f"weighted sum of state E_H = {(1 - w)*J11/2 + w*J22/2:.6f} hartree")
for label, G in (('opposite spins', J12), ('equal spins', J12 - K12)):
    print(f"{label}: leftover = {w*(1 - w)*G:.6f} hartree = {w*(1 - w)*G*EV:.4f} eV")
    a, b = omega + (1 - 2*w)*G, omega + (1 - w)*G
    print(f"  dE/dw = {a:.6f} hartree = {a*EV:.4f} eV")
    print(f"  [E(w)-E(0)]/w = {b:.6f} hartree = {b*EV:.4f} eV")
    print(f"  w->0 limit = {omega + G:.6f} hartree, relative error = {G/omega:.4f}")
print(f"Z=3: J12 = {J12_Z:.5f}, omega = {eZ[1] - eZ[0]:.5f} hartree, "
      f"ratio = {J12_Z/(eZ[1] - eZ[0]):.4f}")
print("tests ok")
```

Output:

```
1 hartree = 27.211386 eV
<1/r>_1s = 1, <1/r>_2s = 1/4 (1/bohr)
screening parts (hartree): 11: 3/8, 12: 13/324, 22: 51/512
J11 = 5/8 = 0.625000 hartree
J22 = 77/512 = 0.150391 hartree
J12 = 17/81 = 0.209877 hartree
K12 = 16/729 = 0.021948 hartree
J12-K12 = 137/729 = 0.187929 hartree
D = 14749/82944 = 0.177819 hartree
J11-J12 = 269/648 = 0.415123 hartree
J22-J12 = -2467/41472 = -0.059486 hartree
J12 = 5.7110 eV, J12-K12 = 5.1138 eV
triplet 1s2s repulsion by quadrature = 0.187929 hartree
omega exact = 0.375000 hartree = 10.2043 eV
Gaussian basis: E1 = -0.500000, E2 = -0.125000 hartree
max ghost (w=0.5) = 17/324 = 0.052469 hartree = 1.4278 eV
max ghost share = 0.4064 at w* = 0.6709
table (hartree): w, self1s, self2s, ghost, E_H, ghost share, -w(1-w)D
0.00 0.312500 0.000000 0.000000 0.312500 0.0000 0.000000
0.10 0.253125 0.000752 0.018889 0.272766 0.0692 -0.016004
0.20 0.200000 0.003008 0.033580 0.236588 0.1419 -0.028451
0.25 0.175781 0.004700 0.039352 0.219833 0.1790 -0.033341
0.30 0.153125 0.006768 0.044074 0.203967 0.2161 -0.037342
0.40 0.112500 0.012031 0.050370 0.174902 0.2880 -0.042677
0.50 0.078125 0.018799 0.052469 0.149393 0.3512 -0.044455
0.75 0.019531 0.042297 0.039352 0.101180 0.3889 -0.033341
1.00 0.000000 0.075195 0.000000 0.075195 0.0000 0.000000
worked example w = 0.25, w(1-w) = 0.1875
exact ensemble energy = -0.406250 hartree
E_H formula = 0.219833, Gaussian basis = 0.219833 hartree
ghost = 0.039352 hartree = 1.0708 eV
weighted sum of state E_H = 0.253174 hartree
opposite spins: leftover = 0.039352 hartree = 1.0708 eV
  dE/dw = 0.479938 hartree = 13.0598 eV
  [E(w)-E(0)]/w = 0.532407 hartree = 14.4875 eV
  w->0 limit = 0.584877 hartree, relative error = 0.5597
equal spins: leftover = 0.035237 hartree = 0.9588 eV
  dE/dw = 0.468964 hartree = 12.7612 eV
  [E(w)-E(0)]/w = 0.515947 hartree = 14.0396 eV
  w->0 limit = 0.562929 hartree, relative error = 0.5011
Z=3: J12 = 0.62963, omega = 3.37500 hartree, ratio = 0.1866
tests ok
```
